# Zero-Variance Importance Sampling and Its Unknown Normalization, part 2

Boron is implanted into silicon and annealed. We seek the fraction \(I\) of the dose that ends deeper than a limit \(d\). Depths \(x\) are measured from the surface into the silicon, which is treated as an infinite medium; integrals without limits run over the whole line. The stopping profile is

\[
p(x)=\frac{1}{\sqrt{2\pi}\,s}\exp\!\left[-\frac{(x-R_p)^2}{2s^2}\right],\qquad \int p\,dx=1 .
\]

An atom starting at \(x\) ends beyond \(d\) with probability \(f(x)=\Phi((x-d)/L)\), where \(L^2=2Dt\), \(D\) is the diffusivity and \(t\) the anneal time. \(\Phi\) and \(\varphi\) are the standard normal cumulative distribution and density. With \(\sigma^2=s^2+L^2\), the closed form is

\[
I=\Phi(-z),\qquad z=\frac{d-R_p}{\sigma}.
\]

In the example, \(R_p=300\) nm, \(s=70\) nm, \(d=700\) nm, \(D=1.5\times10^{-14}\) cm²/s, \(t=1800\) s, \(L=73.48\) nm, \(\sigma=101.49\) nm, \(z=3.941\) and \(I=4.052\times10^{-5}\).

The ordinary weighted mean \(\hat I\) averages the scores \(fp/q\) over \(N\) independent draws \(X_i\) from a normalized density \(q\). The support condition is \(q>0\) wherever \(fp>0\). The relative variance per draw is

\[
R(q)=\int_{q>0}\frac{(q^*-q)^2}{q}\,dx,\qquad q^*=\frac{fp}{I},
\]

and the relative standard error is \(\sqrt{R/N}\). \(R\) vanishes only for \(q=q^*\), the density of starting depths among atoms that end beyond \(d\). In the example \(q^*\) has mean \(m_*=501\) nm and standard deviation \(s_*=52\) nm. Its weight, however, contains the unknown answer:

\[
\frac{p}{q^*}=\frac{p\,I}{f\,p}=\frac{I}{f}.
\]

Two methods draw from \(p\). Accept/reject accepts \(x\) with probability \(f(x)\) and estimates \(I\) by the accepted fraction, with relative variance \(R_{\rm acc}=2.47\times10^4\) per proposal. The accepted points have density \(q^*\). Plain averaging scores \(f(x)\) itself, with \(R_{\rm plain}=335\). \(E_p\) and \(E_q\) denote averages over \(p\) and \(q\).

### 11. Cancelling the constant

A ratio of sums removes any common factor from the weights. The self-normalized mean is

\[
\tilde I=\frac{\sum_i w_i f(X_i)}{\sum_i w_i},\qquad w_i=\frac{p(X_i)}{q(X_i)} .
\]

Multiplying every \(w_i\) by the same constant changes nothing. The support condition is now stronger: \(q\) must be positive wherever \(p\) is positive, because the denominator has to represent all of \(p\).

For draws from \(q^*\), the weights are \(I/f\). The unknown \(I\) cancels, and \(\sum_i w_if=NI\) gives

\[
\tilde I=\frac{NI}{\sum_i I/f(X_i)}=\frac{N}{\sum_i 1/f(X_i)} .
\]

This is the harmonic mean of the sampled values of \(f\). It can be computed without knowing \(I\), but the zero variance has been lost.

To see this, take a general \(q\) and subtract \(I\):

\[
\tilde I-I=\frac{\frac1N\sum_i w_i\,[f(X_i)-I]}{\frac1N\sum_i w_i}.
\]

The denominator tends to \(E_q[w]=\int p\,dx=1\). The numerator has mean \(\int p(f-I)\,dx=0\). To leading order for large \(N\), the denominator may be replaced by one. If the following integral is finite, the large-\(N\) distribution of \(\tilde I\) has the relative variance \(R_{\rm sn}/N\), with

\[
R_{\rm sn}(q)=\frac{E_q[w^2(f-I)^2]}{I^2}=\frac1{I^2}\int\frac{p^2(f-I)^2}{q}\,dx .
\]

Insert \(q=q^*\), for which \(p^2/q^*=Ip/f\), and expand the square:

\[
R_{\rm sn}(q^*)=\frac1I\int\frac{p\,(f^2-2fI+I^2)}{f}\,dx
=\frac1I\left[I-2I+I^2\int\frac pf\,dx\right]
=I\int\frac pf\,dx-1 .
\]

The Cauchy–Schwarz inequality gives

\[
1=\left(\int p\,\sqrt f\,\frac1{\sqrt f}\,dx\right)^2\le\int pf\,dx\int\frac pf\,dx=I\int\frac pf\,dx .
\]

Equality requires \(f\) to be constant wherever \(p>0\). Apart from that trivial case, the density that is perfect for the ordinary mean leaves a scatter in the self-normalized one.

A mild case shows the formula at work. Let \(p=1\) on \(0<x<1\) and \(f=1+x\). Then \(I=3/2\), \(\int p/f\,dx=\ln2\), and \(R_{\rm sn}(q^*)=1.5\ln2-1=0.0397\). Repeating an estimate with 500 draws 4000 times gave a relative variance, multiplied by 500, of 0.0401.

### 12. Why the harmonic mean fails for the implant

For the implant \(1/f\) is enormous at the depths where most atoms stop. Its mean over \(q^*\) is

\[
E_{q^*}\!\left[\frac1f\right]=\int\frac{fp}{I}\,\frac1f\,dx=\frac1I\int p\,dx=\frac1I .
\]

The contributions to this mean are distributed as \(p\), not as \(q^*\). Half of it comes from \(x<R_p=300\) nm. Yet a draw from \(q^*\) falls there with probability \(4.5\times10^{-5}\), once in about 22,000 draws.

Consider a run of 10,000 draws. The probability that none falls below 300 nm is \((1-4.545\times10^{-5})^{10000}\approx0.63\). Given that none does, the expected average of \(1/f\) is very nearly \(1/(2I)\). The mean of a reciprocal is at least the reciprocal of the mean, so the expected answer in such runs is at least about \(2I\). When a shallow draw does occur, its huge \(1/f\) can pull the answer far down.

The variance shows the same trouble. With the profile cut off at the surface and renormalized, the relative variance per draw from the formula above is \(4\times10^{11}\). The large-\(N\) result would be useful only for absurdly long runs.

The cut at the surface matters here. On the infinite line, far to the left, \(1/f\) grows essentially as \(\exp[(d-x)^2/2L^2]\), while \(p\) falls as \(\exp[-(x-R_p)^2/2s^2]\). The integral of \(p/f\) converges only for \(L>s\), which holds narrowly in the example. Setting the derivative of the combined exponent to zero places its maximum at

\[
x=\frac{d\,s^2-R_pL^2}{s^2-L^2}
=\frac{700\times4900-300\times5400}{4900-5400}\approx-3600\ \text{nm},
\]

far outside the silicon. The infinite medium, harmless for \(I\), is meaningless for this variance.

### 13. A floor for self-normalized means

Could another \(q\) rescue the self-normalized mean? For any admissible \(q\), the mean square is at least the square of the mean absolute value:

\[
E_q\big[w^2(f-I)^2\big]\ge\big(E_q[w|f-I|]\big)^2=\big(E_p|f-I|\big)^2 .
\]

Therefore

\[
R_{\rm sn}(q)\ge\left(\frac{E_p|f-I|}{I}\right)^2 .
\]

For the implant the right-hand side is 3.27. To leading order in large \(N\), no choice of \(q\) brings the self-normalized relative variance per draw below this number. The ordinary mean has no such floor, and a simple density takes it well below 3.27. If the normalized value of \(p/q\) is available, it is worth using here.

### 14. A nearby density with a known constant

The unknown constant does not hide the shape of \(fp\). In particular, the position of its maximum does not depend on \(I\). In the example it lies at 501 nm. We therefore look for a density that imitates \(fp\) but has a known normalization.

Multiply \(p\) by \(e^{ax}\), with constant \(a\), and complete the square in the exponent:

\[
ax-\frac{(x-R_p)^2}{2s^2}
=-\frac{(x-R_p-as^2)^2}{2s^2}+aR_p+\frac{a^2s^2}{2}.
\]

Expanding the square on the right gives the cross term \(a(x-R_p)\) and the constant \(-a^2s^2/2\), which the last two terms correct. The normalized density is thus

\[
q_m(x)=e^{ax-aR_p-a^2s^2/2}\,p(x),\qquad m=R_p+as^2 .
\]

It is the implant profile moved to mean \(m\), with unchanged width. Since \(as^2=m-R_p\), its weight is

\[
\frac{p}{q_m}=\exp\!\left[-a\left(x-\frac{R_p+m}{2}\right)\right].
\]

Choose \(m=500\) nm, so that \(a=200/4900=0.0408\) nm⁻¹. At \(x=500\) nm the weight is \(e^{-4.08}=0.0169\), and the score is \(0.0169\times3.248\times10^{-3}=5.5\times10^{-5}\), already of the size of \(I\). The score is bounded. At great depth \(f\le1\) and the weight falls. Toward shallow depths the weight grows exponentially, but \(f\) falls faster, as a Gaussian. All moments are then finite, and the usual standard error is meaningful for a large sample.

### 15. How close is close enough?

Treat \(q^*\) as a Gaussian of width \(s_*\) whose centre lies a distance \(\delta\) from that of \(q_m\). Expanding the square in \(R\) gives \(1+R=\int q^{*2}/q\,dx\). Measured from the centre of \(q_m\), the exponent of this integrand is

\[
-\frac{(x-\delta)^2}{s_*^2}+\frac{x^2}{2s^2}.
\]

Its quadratic coefficient is \(-(1/s_*^2-1/2s^2)\), and its maximum value is \(\delta^2/(2s^2-s_*^2)\). The Gaussian integral, with prefactor \(s/(\sqrt{2\pi}\,s_*^2)\), gives

\[
1+R\approx\frac{s^2}{s_*\sqrt{2s^2-s_*^2}}\,
\exp\!\left(\frac{\delta^2}{2s^2-s_*^2}\right).
\]

With \(s=70\) nm, \(s_*=51.8\) nm and \(\delta\approx1\) nm, this gives \(R\approx0.12\). Nearly all of it comes from the difference in width. The integral without the Gaussian approximation gives, at fixed width 70 nm:

- centre 400 nm: \(R=3.7\);
- centre 500 nm: \(R=0.122\);
- centre 600 nm: \(R=3.4\);
- centre 700 nm: \(R=284\).

The exponential in \(\delta^2\) accounts for the rise on either side. Centring the draws on the limit itself is hardly better than plain averaging, for which \(R=335\). The draws should be centred where successful atoms start, not where they must arrive.

For a relative standard error of 1%, \(N=R/10^{-4}\). This means about 1200 draws with the centre at 500 nm, 3.3 million with plain averaging, and 250 million proposals with accept/reject. The comparison counts draws and ignores differences in computing time per draw.

A run of 10,000 draws centred at 500 nm gave

\[
\hat I=(4.057\pm0.014)\times10^{-5},
\]

with one standard error quoted. The predicted relative error is \(\sqrt{0.122/10^4}=0.35\%\), and the closed form \(4.052\times10^{-5}\) lies within it.

### 16. The real wafer

The parameters are rough values for a boron implant of about 100 keV into silicon and a furnace anneal near 1000 °C. Thirty minutes at this temperature is long compared with the short anneals used for shallow junctions. Real boron profiles are not Gaussian: they are skewed toward the surface, and in crystalline silicon channeled ions add a deep tail. A gamma-shaped profile with the same mean and straggle and an assumed skewness of \(-0.8\) multiplies \(I\) by 0.10. Its deepest atoms stop at 475 nm. The factor depends on the shape of the deep side and not on the skewness alone: Pearson IV profiles with the same mean, straggle and skewness give about 0.17 for a kurtosis of 4.5 and about 0.6 for a kurtosis of 5.5. An assumed 1% of the dose in an exponential tail, starting at 300 nm with decay length 80 nm, multiplies \(I\) by 3.5. This factor is sensitive to the assumed tail: the same 1% with decay length 150 nm gives about 20. The profile assumption alone can thus move the answer by an order of magnitude in either direction, and a strong channeling tail can raise it by more.

Other effects were sized one at a time, with the Gaussian profile kept:

- A furnace 10 K hotter, with an assumed activation energy of 3.5 eV, raises \(D\) by a factor of 1.28 and \(I\) by a factor of 2.9.
- Transient diffusion driven by implant damage, with an assumed extra rms displacement of 30 nm, multiplies \(I\) by 1.9.
- For a dose of \(10^{13}\) cm⁻², the initial peak is \(5.7\times10^{17}\) cm⁻³. Taking \(D\) proportional to the hole density at this peak, with an assumed intrinsic carrier density of \(10^{19}\) cm⁻³, and applying that value at every depth for the whole anneal, multiplies \(I\) by 1.13. This greatly overstates the effect. The successful atoms start near 500 nm, where the initial concentration is only \(e^{-4.08}=0.017\) of the peak, and a diffusivity that follows the local hole density changes \(I\) by well under 1%. At this dose the model concentration at 700 nm after the anneal is \(10^{13}\,\text{cm}^{-2}\times\varphi(z)/\sigma=1.7\times10^{14}\) cm⁻³, which matters for a junction only in lightly doped silicon.
- Cutting the profile at a reflecting surface and renormalizing it changes \(I\) by about \(10^{-5}\) of its value.

The statistical error of 0.35% is relative to the model's own \(I\). It says nothing about these physical errors. A better profile changes \(p\), and with it \(q^*\), so the choice of sampling density must be examined again. With the exponential tail above, for example, the shifted Gaussian would give an infinite variance: it falls faster with depth than the tail does, so the weight \(p/q\) grows without limit while \(f\) tends to one. The numerical output below gives the values to more digits.

## Calculated quantities

```
mean implanted depth: 300 nm
implant straggle: 70 nm
depth limit: 700 nm
diffusivity: 1.50e-14 cm2/s
anneal time: 1800 s; temperature: 1273.15 K
rms diffusion displacement: 73.48 nm
total width after anneal: 101.49 nm
limit in units of total width, z: 3.9413
fraction I, closed form: 4.05177e-05
fraction I, quadrature: 4.05177e-05
fraction I, diffusion equation: 4.06107e-05
qstar mean: 501.32 nm; standard deviation: 51.77 nm
maximum of f p: 501.0 nm
f at mean implanted depth: 2.615e-08
f at 500 nm: 3.248e-03
proposals in accept/reject run: 20000000
accepted atoms: 795
accept/reject estimate of I: 3.9750e-05
plain estimate of I, same proposals: 4.0349e-05
mean starting depth of accepted atoms: 501.4 nm
relative variance per draw, accept/reject: 2.4680e+04
relative variance per draw, plain: 3.3494e+02
relative variance per draw, q centered at 400 nm: 3.735
relative variance per draw, q centered at 500 nm: 0.1221
relative variance per draw, q centered at 600 nm: 3.41
relative variance per draw, q centered at 700 nm: 283.7
draws for 1% error, accept/reject: 2.468e+08
draws for 1% error, plain: 3.349e+06
draws for 1% error, q at 500 nm: 1.221e+03
plain/shifted variance ratio: 2.742e+03
shifted run, draws: 10000
shifted run, I: 4.05730e-05; standard error: 1.4e-07
qstar probability below 300 nm: 4.545e-05
mean qstar draws per visit below 300 nm: 2.200e+04
share of harmonic expectation below 300 nm: 0.5000
harmonic relative variance per draw, x > 0: 4.132e+11
self-normalized lower bound, implant: 3.2654
uniform test, harmonic variance formula: 0.03972
uniform test, harmonic variance sampled: 0.04008
reflecting surface, relative change of I: 9.11e-06
assumed activation energy: 3.5 eV
I multiplied by, 10 K hotter: 2.895
dose: 1.0e+13 cm-2; peak boron: 5.70e+17 cm-3
assumed intrinsic carrier density: 1.0e+19 cm-3
I multiplied by, carrier-enhanced D: 1.131
assumed transient rms displacement: 30 nm
I multiplied by, transient diffusion: 1.938
assumed profile skewness: -0.8
I multiplied by, skewed profile: 0.097
assumed channeled share: 0.01; decay: 80 nm
I multiplied by, channeling tail: 3.526
```
